\section*{Why a Cobalt Cap's Lifetime Gain Depends on Copper Line Height}

\section{One mobile interface}

Consider a copper line of width $w$ and height $h$ in which atoms can move along the top interface and nowhere else. The mobile layer has thickness $\delta\ll h$. The electron current pushes atoms from the cathode towards the anode with velocity $v_t$, and a void grows at the cathode end. The void fills the whole cross-section and has length $\ell$.

In a time $dt$ the layer, of cross-section $\delta w$, carries away the metal volume $\delta w v_t\,dt$. The void grows by the volume $wh\,d\ell$. Equating the two gives
\begin{equation}
\frac{d\ell}{dt}=\frac{\delta}{h}\,v_t .
\label{eq:single}
\end{equation}
A taller line lives longer because the same thin layer must remove more metal for each unit of void length. If the line fails when $\ell$ reaches a fixed length $L_c$, its lifetime is $\tau=L_c h/(\delta v_t)$, proportional to $h$.

Now replace the dielectric cap by a cobalt cap that lowers the layer velocity from $v_t$ to $v_c$. The lifetime ratio is
\begin{equation}
\frac{\tau_{\rm Co}}{\tau_{\rm diel}}
=\frac{L_c h/(\delta v_c)}{L_c h/(\delta v_t)}=\frac{v_t}{v_c}.
\end{equation}
The height has cancelled. An effective diffusivity inversely proportional to height therefore fixes how each lifetime varies with height, but by itself it says nothing about the gain. The gain depends on height when paths whose area grows with the height, such as the side walls, work beside the top interface. Every path that the cap does not slow also limits the gain.

\section{From hops to drift velocity}

Let an atom on a path hop between sites a distance $a$ apart, with rate $\nu$ in each direction when no force acts. After a time $t$ there have been on average $2\nu t$ independent hops of $\pm a$, so the variance of the displacement is $2\nu a^2t$. Since the diffusivity $D$ is defined by a variance $2Dt$, $D=\nu a^2$.

A force $F$ towards the anode lowers the forward barrier by $Fa/2$ and raises the backward barrier by the same amount. With $T$ the temperature and $k$ Boltzmann's constant, the mean velocity is
\begin{align}
v&=a\nu\left(e^{Fa/2kT}-e^{-Fa/2kT}\right)
=2a\nu\sinh\frac{Fa}{2kT}\nonumber\\
&\simeq \frac{\nu a^2F}{kT}=\frac{DF}{kT}.
\label{eq:drift}
\end{align}
The last line uses $\sinh x\simeq x$. The force is $F=Z^*e\rho j$, where $\rho$ is the resistivity, $j$ the current density, $e$ the elementary charge and $Z^*$ the size of the effective charge number, counted positive for a push towards the anode. In the example below $F/kT\approx 8\times10^{3}\ {\rm m^{-1}}$, so $Fa/kT$ is below $10^{-5}$ for any atomic hop distance and the linear form is safe.

\section{Adding the parallel paths}

The sides and bottom of the line touch a liner, with interface diffusivity $D_l$. Let there also be one vertical grain boundary running along the line, with diffusivity $D_g$. Each path has the thickness $\delta$. The top interface has diffusivity $D_t$ under the dielectric and $D_c$ under cobalt. I assume that $Z^*$ is the same on all paths, that the cap is continuous and changes the top path alone, and that atoms on the void face reach every path easily.

The path cross-sections are $\delta w$ for the top, $\delta w$ for the bottom, $2\delta h$ for the two sides and $\delta h$ for the boundary. The volume balance at the void becomes
\begin{equation}
wh\frac{d\ell}{dt}=\frac{F}{kT}\left[\delta wD_t+\delta wD_l+2\delta hD_l+\delta hD_g\right].
\end{equation}
Write $P_i=\delta D_i$ for each path and divide by $wh$:
\begin{align}
\frac{d\ell}{dt}&=\frac{D_{\rm eff}F}{kT},\nonumber\\
D_{\rm eff}&=\frac{P_t+P_l}{h}+b,\qquad b=\frac{2P_l+P_g}{w}.
\label{eq:deff}
\end{align}
For the cobalt cap, $P_c$ replaces $P_t$. The horizontal interfaces contribute a term in $1/h$. The vertical paths grow in area together with the line height, so their contribution $b$ does not depend on $h$.

Two small things are left out. Diffusion through the lattice, with an activation energy of 2.1 eV and the prefactor used for the fast paths, contributes less than one part in a million in the example. Corners and crossings belong to two paths and are counted twice, which gives relative errors of order $\delta/h$ and $\delta/w$. A sum of forward and backward hops over every site of the cross-section, with each site counted once, differs from Eq.~\eqref{eq:deff} by less than $0.8\,\%$ of $D_{\rm eff}$ for the lines treated here at 573 K if the shared sites at the top are given to the top interface. If each shared site is given to the slower path, the difference reaches about $2.3\,\%$.

In a long line, where back stress can be ignored, the lifetime is
\begin{equation}
\tau=\frac{L_c kT}{F D_{\rm eff}} .
\label{eq:tau}
\end{equation}
At equal $F$, $T$ and $L_c$ the gain is therefore
\begin{equation}
G=\frac{\tau_{\rm Co}}{\tau_{\rm diel}}
=\frac{(P_t+P_l)/h+b}{(P_c+P_l)/h+b}.
\label{eq:gain}
\end{equation}
This lifetime is the time of void growth. The time needed to nucleate a void, which may depend on how well the cap adheres, is not included.

\section{What limits the gain}

Let $s$ be the fraction of the atom flux carried by the top interface in the dielectric-capped line, and $r$ the factor by which cobalt slows that interface:
\begin{equation}
s=\frac{P_t/h}{D_{\rm eff}^{\rm diel}},\qquad r=\frac{P_t}{P_c}.
\end{equation}
The cap changes the top term alone, so
\begin{equation}
D_{\rm eff}^{\rm Co}=D_{\rm eff}^{\rm diel}-\frac{P_t}{h}+\frac{P_c}{h}.
\end{equation}
Division by $D_{\rm eff}^{\rm diel}$ gives
\begin{equation}
\frac1G=1-s+\frac sr .
\label{eq:share}
\end{equation}
The part $1-s$ is the flux that the cap does not touch. Even a perfect cap, $r\to\infty$, leaves it in place:
\begin{equation}
G_{\max}=\frac1{1-s}=1+\frac{P_t}{P_l+bh}.
\label{eq:max}
\end{equation}
The second form follows by setting $P_c=0$ in Eq.~\eqref{eq:gain} and multiplying numerator and denominator by $h$.

To find the effect of height at fixed width, put $x=1/h$, $A=P_t+P_l$ and $C=P_c+P_l$. Then $G=(Ax+b)/(Cx+b)$ and
\begin{equation}
\frac{dG}{dx}=\frac{A(Cx+b)-C(Ax+b)}{(Cx+b)^2}
=\frac{b(A-C)}{(Cx+b)^2}>0,
\end{equation}
because $P_t>P_c$ makes $A>C$. The gain thus falls as the line is made taller. The vertical paths then carry a larger share of the flux, and there is less for the cap to stop. For $bh\gg A$ the gain tends to 1.

The range of the $1/h$ law can be read from the same expressions. The two terms of $D_{\rm eff}$ are equal at the crossover heights
\begin{equation}
h^*_{\rm diel}=\frac{A}{b},\qquad h^*_{\rm Co}=\frac{C}{b},
\label{eq:cross}
\end{equation}
and $D_{\rm eff}\propto1/h$ holds well below the crossover. Since $C<A$, the cap lowers the crossover height. A line that follows the $1/h$ law under a dielectric may therefore cease to follow it under cobalt.

If height and width are both multiplied by $\lambda<1$ at fixed $F$ and $T$, with the single boundary kept, every term of $D_{\rm eff}$ grows by $1/\lambda$. The gain does not change. Each lifetime falls as $\lambda$ if $L_c$ is fixed, and as $\lambda^2$ if $L_c$ shrinks in proportion.

\section{A line 60 nm wide}

The following values are round model parameters, not measurements. The line is 60 nm wide and held at 573.15 K (written 573 K below), with $j=1\ {\rm MA/cm^2}$, $\rho=4\times10^{-8}\ \Omega\,{\rm m}$, $Z^*=1$, $L_c=100$ nm and $\delta=0.5$ nm. Each path has $D=D_0e^{-E/kT}$ with $D_0=10^{-6}\ {\rm m^2/s}$. The energies $E$ are 0.9 eV for the top under the dielectric, 1.1 eV for the top under cobalt, 1.0 eV for the grain boundary and 1.2 eV for the liner.

With $kT=0.04939$ eV, the cap slows the top interface by
\begin{equation}
r=e^{(1.1-0.9)/0.04939}\approx57 .
\end{equation}
For $h=120$ nm the three terms, in the order top, liner, boundary, are
\begin{align}
D_{\rm eff}^{\rm diel}&=\frac{0.5}{120}(1.220\times10^{-14})
+0.5\left(\frac1{120}+\frac2{60}\right)(2.807\times10^{-17})\nonumber\\
&\quad+\frac{0.5}{60}(1.610\times10^{-15})\nonumber\\
&=(5.08+0.06+1.34)\times10^{-17}
=6.48\times10^{-17}\ {\rm m^2/s}.
\end{align}
Under cobalt the first term drops to $0.09\times10^{-17}$ and the others stay, so $D_{\rm eff}^{\rm Co}=1.49\times10^{-17}\ {\rm m^2/s}$. The force is $F=6.41\times10^{-17}$ N and $kT=7.91\times10^{-21}$ J, so Eq.~\eqref{eq:tau} gives
\begin{equation}
\tau_{\rm diel}=\frac{(10^{-7})(7.91\times10^{-21})}
{(6.41\times10^{-17})(6.48\times10^{-17})}\ {\rm s}
\approx1.9\times10^5\ {\rm s}\approx53\ {\rm h}.
\end{equation}
The cobalt-capped line lasts 230 h, and the gain is 4.35. An interface slowed 57-fold has lengthened the life little more than fourfold. Equation~\eqref{eq:share} shows why. The top carried $s=0.784$ of the flux, so
\begin{equation}
\frac1G=0.216+\frac{0.784}{57.4}=0.230 .
\end{equation}
Nearly all of this is the untouched flux. A perfect cap would give 4.63, so a still slower cobalt interface could add very little.

The other heights show the change of regime:
\begin{center}
\begin{tabular}{cccc}
$h$ (nm) & $\tau_{\rm diel}$ (h) & $\tau_{\rm Co}$ (h) & $G$\\
60 & 29.6 & 216 & 7.3\\
120 & 52.9 & 230 & 4.4\\
240 & 87.2 & 238 & 2.7
\end{tabular}
\end{center}
A fourfold increase in height lengthens the life 2.94 times under the dielectric and 1.10 times under cobalt. From Eq.~\eqref{eq:cross} the crossover heights are about 440 nm and 9 nm. The first line is below its crossover, though not far enough for a strict $1/h$ law. The second is far above its own: the grain boundary carries 84 to 93\,\% of its flux at these heights, and extra height brings extra boundary area along with the extra metal.

\section{The same line without a continuous boundary}

In a bamboo line the grains span the width and their boundaries cross the line, so they offer no continuous path along it. This case is described by $P_g=0$. At $h=120$ nm the gain rises from 4.35 to 35, with lifetimes of 67 h and 2330 h. The dielectric-capped line gains little from the loss of the boundary, since its top interface was already the main path. The cobalt-capped line gains about tenfold, since the boundary was its main path. Cap and grain structure therefore do not act as independent factors: each is worth more when the other is good.

The perfect-cap limit is now 88. The actual gain lies well below it, so the quality of the cobalt interface matters again. Suppose the top energy under cobalt were 1.05 eV instead of 1.1 eV. Then $r$ would fall by $e^{0.05/0.04939}\approx2.75$, to about 21. By Eq.~\eqref{eq:share} the gain would fall from 35 to about 17 in the bamboo line, but from 4.35 to about 3.9 in the line with the boundary.

\section{Why the gain changes with temperature}

Lifetimes are measured hot and wanted at lower temperature. Let $\beta=1/kT$ and let $s_i$ be the fraction of the flux on path $i$. Each contribution to $D_{\rm eff}$ varies as $e^{-\beta E_i}$, so its derivative with respect to $\beta$ is $-E_i$ times itself. The apparent activation energy of $D_{\rm eff}$ is then
\begin{equation}
E_{\rm app}=-\frac{d\ln D_{\rm eff}}{d\beta}=\sum_i s_iE_i .
\end{equation}
Since $\ln G=\ln D_{\rm eff}^{\rm diel}-\ln D_{\rm eff}^{\rm Co}$,
\begin{equation}
\frac{d\ln G}{d\beta}=E_{\rm app}^{\rm Co}-E_{\rm app}^{\rm diel}.
\end{equation}
For the 120 nm line with the boundary the two energies are 1.014 and 0.923 eV. Their difference, 0.0904 eV before rounding, is less than half of the 0.2 eV by which the cap raised the top energy, because the flux has moved to the boundary.

Between 573 K and 373 K, $\beta$ rises by $10.85\ {\rm eV^{-1}}$. With a constant difference of energies the gain would become $4.35\,e^{0.0904\times10.85}\approx11.6$. The full formula gives 11.9, because the flux shares change on cooling and the difference of energies rises slightly. The rise of the gain on cooling is not a general rule. It requires $E_{\rm app}^{\rm Co}>E_{\rm app}^{\rm diel}$, which holds here because the boundary was given a higher energy than the dielectric-capped top. If the boundary energy is 0.8 eV, with its prefactor chosen so that $D_g$ at 573 K is unchanged, the gain falls from 4.35 to about 2.3 at 373 K. In the bamboo line the gain at 373 K is about 410. A shift of 0.05 eV in either top-interface energy changes that figure by a factor of about three to five, so it should be read as a sign of how sensitive the extrapolation is, not as a prediction.

\section{Back stress and short lines}

Atoms that leave the cathode pile up at the anode and compress the metal there. Let $\sigma$ be the stress, positive in tension, $\Omega$ the atomic volume and $B$ the effective modulus of the confined line. Take $x=0$ at the void and $x=L$ at a blocked anode, with $\ell\ll L$ and with $\sigma$ uniform over each cross-section. Tension lowers the chemical potential of an atom by $\Omega\sigma$, which adds a force $\Omega\,\partial\sigma/\partial x$. The atom flux per unit area is
\begin{equation}
J=\frac{D_{\rm eff}}{\Omega kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).
\end{equation}
Added atoms cause compression. If $c$ is the number of atoms per unit volume, $\partial\sigma/\partial t=-B\Omega\,\partial c/\partial t$. Conservation gives $\partial c/\partial t=-\partial J/\partial x$, and hence
\begin{equation}
\frac{\partial\sigma}{\partial t}
=\frac{D_{\rm eff}B\Omega}{kT}\frac{\partial}{\partial x}
\left(\frac{\partial\sigma}{\partial x}+\frac F\Omega\right).
\label{eq:stress}
\end{equation}
The void surface keeps $\sigma(0,t)=0$, the anode requires $J(L,t)=0$, and the line starts free of stress.

At first the flux at the void is the drift flux alone. The stress spreads from the anode with diffusivity $\kappa=D_{\rm eff}B\Omega/kT$. By the time $\tau$ of Eq.~\eqref{eq:tau} it has travelled about
\begin{equation}
2\sqrt{\kappa\tau}=2\sqrt{\frac{L_cB\Omega}{F}},
\end{equation}
in which $D_{\rm eff}$ has cancelled. With $B=20$ GPa and $\Omega=0.012\ {\rm nm^3}$ this is 39 $\mu$m for either cap. Equation~\eqref{eq:tau} is safe for a line several times longer than that. A numerical solution for a 200 $\mu$m line gives a void of 100.0 nm at the predicted lifetime.

Within this model a blocked anode makes the void slow down and finally stop. Then $J=0$ everywhere and $\sigma=-Fx/\Omega$. The metal missing at the void is stored as compression, so
\begin{equation}
\ell_{\rm sat}=-\frac1B\int_0^L\sigma\,dx=\frac{FL^2}{2B\Omega}.
\end{equation}
This state needs the anode to hold the compression $FL/\Omega$, which is 0.16 GPa for $L=30\ \mu$m but 1.1 GPa for 200 $\mu$m and 5.3 GPa for 1 mm. In long lines the confinement may give way first, and $\ell\ll L$ eventually fails, so the formula is meant for short lines. Setting $\ell_{\rm sat}=L_c$ gives the threshold $L=\sqrt{2L_cB\Omega/F}$, here 27 $\mu$m. In a 20 $\mu$m line the void stops at 53 nm under either cap. Neither line fails by this criterion, and there is no lifetime gain to quote. This depends on the stress-free start. A uniform initial tension $\sigma_0$, such as a thermal stress, adds $\sigma_0L/B$ to $\ell_{\rm sat}$. With $\sigma_0=50$ MPa the void in the 20 $\mu$m line reaches 103 nm and the line fails.

Above the threshold the gain survives back stress. In Eq.~\eqref{eq:stress} the time and the diffusivity can be joined in the variable $D_{\rm eff}t$, after which the equation, its boundary conditions and the void length contain no other trace of the cap. Both lines fail at the same value of $D_{\rm eff}t$, so their lifetimes again stand in the ratio $G$. For a 30 $\mu$m line the numerical lifetimes are 94 h and 408 h. Each is about 1.8 times the long-line value, and their ratio is still 4.35.

This result relies on a common $Z^*$ and on a modulus $B$ and an initial stress that are the same under both caps. If the paths have different values $Z_i^*$, the drift term contains the sum of $Z_i^*P_i$ terms while the stress term contains the sum of $P_i$ terms. A cap can then change the balance between the two, and with it the threshold length. The long-line gain keeps the form of Eq.~\eqref{eq:gain} with each $P_i$ replaced by $Z_i^*P_i$. If the cap also changes the void length at which the line fails, the long-line gain is multiplied by the ratio of the two critical lengths. The values used in the example are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Test / use temperature: 573.15 / 373.15 K
Width; path thickness: 60; 0.5 nm
Common prefactor D0: 1.0e-06 m^2/s
E top, dielectric / cobalt: 0.9 / 1.1 eV
E boundary / liner / lattice: 1.0 / 1.2 / 2.1 eV
Effective charge number: 1.0
Resistivity: 4.0e-08 ohm m
Current density: 1.0 MA/cm^2 = 1.0e+10 A/m^2
Critical void length: 100 nm
Modulus: 20 GPa; atomic volume: 0.012 nm^3
kT at test: 0.04939 eV; force: 6.409e-17 N
D at test, top, dielectric: 1.220e-14 m^2/s
D at test, top, cobalt: 2.126e-16 m^2/s
D at test, grain boundary: 1.610e-15 m^2/s
D at test, liner: 2.807e-17 m^2/s
Top-interface slowing factor at test: 57.4
with boundary, h = 60 nm: D_eff dielectric 1.157e-16, cobalt 1.589e-17 m^2/s
  lifetime 29.6 and 215.8 h; gain 7.28
with boundary, h = 120 nm: D_eff dielectric 6.482e-17, cobalt 1.489e-17 m^2/s
  lifetime 52.9 and 230.4 h; gain 4.35
with boundary, h = 240 nm: D_eff dielectric 3.935e-17, cobalt 1.439e-17 m^2/s
  lifetime 87.2 and 238.4 h; gain 2.74
bamboo, h = 60 nm: D_eff dielectric 1.023e-16, cobalt 2.473e-18 m^2/s
  lifetime 33.5 and 1386.7 h; gain 41.37
bamboo, h = 120 nm: D_eff dielectric 5.140e-17, cobalt 1.471e-18 m^2/s
  lifetime 66.7 and 2332.2 h; gain 34.95
bamboo, h = 240 nm: D_eff dielectric 2.593e-17, cobalt 9.692e-19 m^2/s
  lifetime 132.3 and 3538.7 h; gain 26.76
Flux shares, 120 nm, dielectric: top 78.4, liner 0.9, boundary 20.7 %
Lifetime ratio 240 nm to 60 nm, dielectric: 2.94
Apparent activation energy, dielectric: 0.923 eV
Flux shares, 120 nm, cobalt: top 5.9, liner 3.9, boundary 90.1 %
Lifetime ratio 240 nm to 60 nm, cobalt: 1.10
Apparent activation energy, cobalt: 1.014 eV
Perfect-cap gain, 120 nm, with boundary: 4.63
Gain at use temperature, 120 nm, with boundary: 11.9
Perfect-cap gain, 120 nm, bamboo: 87.89
Gain at use temperature, 120 nm, bamboo: 411.1
Site-count gain, h = 120, w = 60 nm: 4.37
Site-count gain, h = 60, w = 30 nm: 4.38
Largest site-count deviation of D_eff: 0.76 %
Stress reach at failure: 38.7 um
Void in 200 um line at predicted lifetime: 100.00 nm
Length below which no failure: 27.4 um
Saturated void, 20 / 30 um line: 53.4 / 120.2 nm
Lifetime of 30 um line, dielectric / cobalt: 93.6 / 407.6 h
Gain in 30 um line: 4.35
\end{verbatim}
